# Four Stokes spectra from one spectrum with a 1:2 retarder pair

## Eight readings worked by hand

Light passes a retarder of phase $\varphi$ with its fast axis at 0°, a second retarder of phase $2\varphi$ with its fast axis at 45°, and an analyser at 0°. Suppose that the Stokes parameters of the light stay constant while $\varphi$ runs through one period. The detected power is then a short Fourier series in $\varphi$, and its coefficients give the Stokes parameters.

To find the series, take the time factor $e^{-i\omega t}$ and define

$$S_0=|E_x|^2+|E_y|^2,\quad S_1=|E_x|^2-|E_y|^2,\quad S_2+iS_3=2E_x^*E_y .$$

Let the plates have phases $\varphi_1$ and $\varphi_2$. The first delays the $y$ component, so $E_y'=e^{i\varphi_1}E_y$ and

$$S_2'+iS_3'=e^{i\varphi_1}(S_2+iS_3),\qquad S_3'=S_2\sin\varphi_1+S_3\cos\varphi_1 .$$

The second plate has the fast component $(E_x+E_y')/\sqrt2$ and the slow component $(-E_x+E_y')/\sqrt2$, which gains the factor $e^{i\varphi_2}$. The analyser passes (fast − slow)$/\sqrt2$, which is

$$E_{\rm out}=\tfrac12\left[(E_x+E_y')+(E_x-E_y')e^{i\varphi_2}\right].$$

In $|E_{\rm out}|^2$ the two squared terms add up to $2S_0/4$. The cross term contains

$$(E_x+E_y')^*(E_x-E_y')=S_1-\left(E_x^*E_y'-E_xE_y'^*\right)=S_1-iS_3' .$$

Twice the real part of $(S_1-iS_3')e^{i\varphi_2}$, divided by 4, completes the power:

$$P=\tfrac12\left[S_0+S_1\cos\varphi_2+\sin\varphi_2\,(S_2\sin\varphi_1+S_3\cos\varphi_1)\right].\tag{1}$$

The result is linear in the Stokes parameters. It therefore also holds for partly polarised light, which is an average over fields.

Now set $\varphi_1=\varphi$, $\varphi_2=2\varphi$ and choose $S_0=4$, $S_1=2$, $S_2=2\sqrt2$, $S_3=\sqrt2$. At $\varphi=\pi/4$, for example, $P=\frac12[4+(2\sqrt2+\sqrt2)/\sqrt2]=3.5$. At the eight phases $0,\pi/4,\dots,7\pi/4$ the readings are

$$3,\;3.5,\;1,\;1.5,\;3,\;0.5,\;1,\;2.5 .$$

Form $C_k=\frac18\sum P\,e^{-ik\varphi}$. The mean is $C_0=16/8=2=S_0/2$. For odd $k$, readings half a period apart enter with opposite signs, so only their differences $0,3,0,-1$ matter:

$$C_1=\tfrac18\left(3e^{-i\pi/4}-e^{-3i\pi/4}\right)=\frac{4-2i}{8\sqrt2}=\frac{2\sqrt2-i\sqrt2}{8},$$

$$C_3=\tfrac18\left(3e^{-3i\pi/4}-e^{-9i\pi/4}\right)=\frac{-4-2i}{8\sqrt2}=-\frac{2\sqrt2+i\sqrt2}{8}.$$

For $k=2$ the sums $6,4,2,4$ matter, and $C_2=\frac18(6-4i-2+4i)=\frac12$. The chosen values reappear: $C_1=(S_2-iS_3)/8$, $C_2=S_1/4$ and $C_3=-(S_2+iS_3)/8$.

## The bands in general

These relations follow from (1) with

$$\sin2\varphi\sin\varphi=\tfrac12(\cos\varphi-\cos3\varphi),\qquad \sin2\varphi\cos\varphi=\tfrac12(\sin3\varphi+\sin\varphi).$$

The power becomes

$$P=\tfrac12S_0+\tfrac12S_1\cos2\varphi+\tfrac14S_2(\cos\varphi-\cos3\varphi)+\tfrac14S_3(\sin\varphi+\sin3\varphi).$$

A cosine puts half its amplitude on $e^{ik\varphi}$, and a sine puts $1/(2i)=-i/2$ of it there. Hence

$$P=C_0+\sum_{k=1}^{3}\left(C_ke^{ik\varphi}+C_k^*e^{-ik\varphi}\right),$$
$$C_0=\frac{S_0}2,\quad C_1=\frac{S_2-iS_3}8,\quad C_2=\frac{S_1}4,\quad C_3=-\frac{S_2+iS_3}8.\tag{2}$$

The order of the plates matters. With the thick plate first, $\varphi_1=2\varphi$ and $\varphi_2=\varphi$, and the same expansion gives

$$C_1=\frac{S_1}4+\frac{S_2+iS_3}8,\quad C_2=0,\quad C_3=-\frac{S_2+iS_3}8 .$$

Band 2 is empty, and $S_1$ must be found from $C_1+C_3=S_1/4$. The thin plate therefore goes first if each band is to be read by itself.

## From a phase scan to a spectrum

In a spectrometer, wavelength performs the phase scan. For a thin plate of thickness $L$ and birefringence $B(\lambda)$, define

$$u(\lambda)=\frac{\varphi}{2\pi}=\frac{B(\lambda)L}{\lambda}.$$

Because $B$ depends on wavelength, the carriers have no fixed frequency in $1/\lambda$. In $u$ they lie at 1, 2 and 3 cycles per unit, provided that both plates are of the same material and the thickness ratio is 1:2.

The Stokes parameters now vary with $u$, so each line of the Fourier series widens into a band. Averaging over one period, as in the hand calculation, is a filter with a rectangular kernel. Its response $\sin(\pi\nu)/(\pi\nu)$ vanishes at the other carriers but not beside them, where the sidebands lie. A smoother and longer kernel does better:

$$h(x)=N\,\frac{\sin\pi x}{\pi x}\,\frac{I_0\!\left(\beta\sqrt{1-x^2/w^2}\right)}{I_0(\beta)},\quad |x|\le w,$$

and zero outside. Here $I_0$ is the modified Bessel function, $w=4$, $\beta=7.86$, and $N$ makes $\int h\,dx=1$. Band $k$ is shifted to zero frequency and smoothed:

$$C_k(u_0)=\int h(u_0-u)\,P(u)\,e^{-2\pi iku}\,du.\tag{3}$$

This is a Fourier filter. Multiplying (3) by $e^{2\pi iku_0}$ turns it into the convolution of $P$ with $h(x)e^{2\pi ikx}$. In the Fourier domain that means multiplying the transform of $P$ by $H(\nu-k)$, where $H$ is the transform of $h$.

Numerical quadrature gives $H(0.1)=0.9997$, $H(0.2)=0.9994$, $H(0.5)=0.500$, $H(0.8)=0.0005$ and $H(1)=-0.00008$. Stokes spectra whose frequencies stay below about 0.2 cycles per unit $u$ thus pass nearly unchanged, while the neighbouring bands, then at least 0.8 away, are suppressed.

Detector pixels are evenly spaced in wavelength, not in $u$. The integral can be summed over them directly, with weights $\Delta u_j=|u'(\lambda_j)|\,\delta\lambda$ for pixel width $\delta\lambda$. No resampling is needed, provided that there are about 7 or more pixels per unit $u$ throughout the record. Shifting band 3 to zero moves its mirror band to $-6$, and with fewer pixels its alias falls into the passband. In the example below the error is essentially unchanged for pixels up to 0.95 nm wide but reaches about 0.08 at 1.1 nm. The first and last $w$ units of $u$ are given up, because there the kernel would reach beyond the record.

## Calibration and drift

Small thickness errors and a slit across which the Stokes parameters hardly change multiply $C_k$ by a complex factor $M_k(\lambda)$. Its phase contains the thickness errors. Its modulus contains the contrast lost in the slit. Some faults treated in the last section, such as an azimuth error or a reflection inside the thin plate, do not reduce to one factor per band. Others, such as unequal warming, do, but their factor differs between the two measurements. For a Gaussian slit of standard deviation $s$, a carrier advances by $a=2\pi k|u'|$ radians per nanometre, and its contrast is the average $G(a)=\langle\cos ax\rangle$ over the slit. Integration by parts gives $dG/da=-\langle x\sin ax\rangle=-as^2G$, so

$$|M_k|=\exp\left[-\tfrac12(2\pi k\,u's)^2\right].$$

One reference spectrum removes $M_k$. Let $s_j=S_j/S_0$, and use light linearly polarised at 22.5°, for which $s_1=s_2=1/\sqrt2$ and $s_3=0$. Form

$$F_k=\frac1{\sqrt2}\,\frac{C_k/C_0}{C_k^{\rm ref}/C_0^{\rm ref}} .$$

By (2), $C_1/C_0=M_1(s_2-is_3)/4$ for the sample and $M_1/(4\sqrt2)$ for the reference. The other bands work in the same way, and

$$F_1=s_2-is_3,\qquad F_2=s_1,\qquad F_3=s_2+is_3 .$$

If both plates warm up equally between the two measurements, the thin plate's phase changes by some $\delta$ and the thick plate's by $2\delta$. Then $F_k$ gains the factor $e^{ik\delta}$, and

$$F_1F_3=(s_2^2+s_3^2)\,e^{4i\delta}.$$

The prefactor is real and positive, so the sample spectrum itself reveals the drift: $\delta=\frac14\arg(F_1F_3)$. This needs $|\delta|<\pi/4$, and $s_2$ and $s_3$ must not both vanish.

Unequal warming is not fully visible. If the plates drift by $\delta_1$ and $\delta_2$, bands 1, 2 and 3 gain the phases $\delta_2-\delta_1$, $\delta_2$ and $\delta_2+\delta_1$. The estimate is then $\delta=\delta_2/2$. After correction, both $F_1^*$ and $F_3$ still carry the same phase $\delta_1-\delta_2/2$. Nothing in the spectrum separates this from a true rotation of $(s_2,s_3)$.

## The algorithm

1. Compute $u(\lambda_j)$ and $\Delta u_j$ from the nominal thin plate.
2. For the sample and the reference spectrum, evaluate $C_k(u_0)=\sum_j h(u_0-u_j)P_je^{-2\pi iku_j}\Delta u_j$ for $k=0,\dots,3$.
3. Form $F_1,F_2,F_3$ and $\delta=\frac14\arg(F_1F_3)$.
4. Return
$$S_0=2C_0,\quad s_1=\mathrm{Re}\,(F_2e^{-2i\delta}),\quad s_2+is_3=\tfrac12\left[(F_1e^{-i\delta})^*+F_3e^{-3i\delta}\right],$$
and $S_j=S_0s_j$.

## An oxide film on silicon

In a simulated ellipsometer, light polarised at 45° meets an 80 nm oxide film on silicon at 70° incidence. The film index is 1.46 and the silicon index is $3.4+2.1\times10^5/\lambda^2+0.03i$, with $\lambda$ in nm. These are rough values. The reflected field follows from the Fresnel coefficients and the sum over multiple reflections in the film. The lamp is a 3000 K black body, with its photon number per pixel scaled to 1 at 600 nm.

The quartz plates are 3.000 mm and 6.005 mm thick, so the second is 5 µm too thick. Their birefringence is taken as $B=0.0088+110/\lambda^2$. At 600 nm this gives $B=0.00911$ and $u=0.00911\times3\times10^6/600\approx45.5$. The record runs from 450 nm ($u=62.3$) to 850 nm ($u=31.6$) in 4001 pixels of 0.1 nm. Giving up four units at each end leaves $u$ from 35.6 to 58.3, and results are taken from 480 to 750 nm.

The slit has a full width at half maximum of 0.3 nm, so $s=0.3/\sqrt{8\ln2}=0.127$ nm. At 480 nm the third carrier has a period of 2.50 nm, and its contrast is $\exp[-\frac12(2\pi\times0.127/2.50)^2]=0.950$. The simulated reference spectrum gives the same value.

The sample is measured 5 K warmer than the reference, with a relative retardance change of $-1.1\times10^{-4}$ per kelvin (rough, for quartz). At 600 nm the true drift is $\delta=2\pi\times45.53\times(-5.5\times10^{-4})=-0.157$ rad, and the spectrum returns $-0.157$ rad. The recovered and true values there are:

| | recovered | true |
|---|---|---|
| $S_0$ | 0.3320 | 0.3320 |
| $s_1$ | −0.3587 | −0.3586 |
| $s_2$ | 0.1405 | 0.1403 |
| $s_3$ | 0.9228 | 0.9229 |

To obtain the ellipsometric angles, write $r_p/r_s=\tan\psi\,e^{i\Delta}$ with $x$ along $p$ and $y$ along $s$. Equal incident amplitudes give

$$s_1=\frac{\tan^2\psi-1}{\tan^2\psi+1}=-\cos2\psi,\qquad s_2+is_3=\frac{2\tan\psi\,e^{-i\Delta}}{1+\tan^2\psi}=\sin2\psi\,e^{-i\Delta}.$$

From the recovered values, $\sin2\psi=\sqrt{0.1405^2+0.9228^2}=0.933$ and $\cos2\psi=0.359$, so $\psi=34.49°$. The phase is $\Delta=-81.34°$, against a true value of $-81.35°$. With the time factor $e^{+i\omega t}$, $\Delta$ changes sign. These angles belong to the rough indices used here: with $3.94+0.02i$ for silicon and 1.458 for the oxide at 600 nm they become $\psi=34.28°$ and $\Delta=-81.21°$.

Over the output range the largest error of any $s_j$ is $5.5\times10^{-4}$ on points 2 nm apart and $5.8\times10^{-4}$ on points 0.5 nm apart. With the drift correction switched off and all else unchanged, it is 0.17. A least-squares fit of the film thickness, with the optical constants held at their true values, gives 80.00 nm with the correction and 80.70 nm without it. The condition $|\delta|<\pi/4$ is first broken at 480 nm ($u=58.0$), at a warming of 19.6 K: the largest error is 0.0011 at 19 K and 1.1 at 20 K.

## How thick a film, how much light

A film of thickness $d$ and index $n$ at incidence $\theta$ produces fringes of phase $2\pi X/\lambda$, with $X=2d\sqrt{n^2-\sin^2\theta}$. Their frequency in $u$ is the ratio of the derivatives of $X/\lambda$ and $u$:

$$\nu=\frac{X/\lambda^2}{|u'|}=\frac{X}{\lambda^2|u'|}.$$

The denominator is the group path difference of the thin plate, 29.15 µm at 600 nm. An oxide film of 1 µm has $X=2.23$ µm and $\nu=0.077$. Simulated without warming or drift correction, its largest error is 0.010. A film of 8 µm has $\nu=0.61$, beyond the filter's half-response point at 0.5, and the largest error is 1.5. That result is useless, since each $s_j$ lies between $-1$ and $1$. The recovered values themselves stay below 0.64 in size, so their size gives no warning of the failure. Multiple reflections add harmonics of $\nu$, so the usable limit lies far below the cutoff. Without drift correction the largest error is already 0.06 for 1.5 µm ($\nu=0.115$) and 0.33 for 2.6 µm ($\nu=0.20$), whereas with only one reflection at the silicon kept it stays below 0.003 for both. With the drift correction on, the 1.5 µm film, whose $\sqrt{s_2^2+s_3^2}$ falls to about 0.01, gives 0.66 on output points 0.5 nm apart; a coarser output grid can miss much of this failure. For oxide on silicon and these plates, errors near 0.01 require films of about 1 µm or less. A thicker retarder pair raises the limit but shortens the carrier periods. With plates twice as thick and the same slit, the error without drift correction falls to 0.005 at 1 µm and 0.036 at 2.6 µm, while the third-carrier contrast at 480 nm drops to 0.815. Halving the slit restores the contrast and lowers the 1 µm error to 0.002.

Shot noise sets another limit. Let $S_0$ be counted in electrons per pixel, with $n_u$ pixels per unit $u$. For unpolarised light every reading has mean and variance $S_0/2$. The variance of the complex $C_k$ is $\sum_jh^2\Delta u_j^2S_0/2=ES_0/(2n_u)$, with $E=\int h^2dx=0.877$. For $k\ge1$ half of it lies in the real part. Since $s_1=4\,\mathrm{Re}\,C_2/S_0$, and $s_2$ uses the two uncorrelated parts $4\,\mathrm{Re}(C_1-C_3)/S_0$,

$$\mathrm{var}\,s_1=\frac{16}{S_0^2}\,\frac{ES_0}{4n_u}=\frac{4E}{n_uS_0},\qquad \mathrm{var}\,s_2=\mathrm{var}\,s_3=\frac{8E}{n_uS_0}.$$

At 600 nm, $n_u=123.5$. With $S_0=10^5$ the standard deviations are $5.3\times10^{-4}$ for $s_1$ and $7.5\times10^{-4}$ for $s_2$ and $s_3$. A simulation of 3000 Poisson-distributed spectra gives $5.2$, $7.6$ and $7.5\times10^{-4}$. Noise in the reference spectrum is not included, and neither is the drift correction. The lamp slope and the division by the slit contrast raise the values by about 1 % at 600 nm and 2 to 3 % at 480 nm. For unpolarised light $\delta$ is set by noise alone, and applying it raises the scatter of $s_2$ and $s_3$ to about $1.0\times10^{-3}$. For polarised light the formulas give the scale only, because the noise then varies along the fringes and the estimate of $\delta$ adds its own scatter.

## What a real instrument adds

The plate thicknesses, slit and pixel count are meant to resemble a laboratory spectrometer with quartz retarders. For the 80 nm film, such an instrument departs from the model in ways that outweigh the algorithm's own error. The first two errors below are simulated without warming, with the fault present in both sample and reference spectra.

- **Azimuth.** Turning the thick plate by 0.2° raises the largest error to 0.013. The calibration supplies one factor per band and does not remove this error. The same turn of the analyser gives 0.013 and of the thin plate 0.007, and a reference polarised at 22.7° instead of 22.5° gives 0.007.
- **Reflections inside bare plates.** With a rough index of 1.55, each surface reflects $(0.55/2.55)^2=0.0465$, so a fraction 0.0022 crosses a plate three times. In the thin plate this light has the phase $3\varphi$, and $2\varphi-3\varphi=-\varphi$ puts it into band 1. Added incoherently for each plate, it gives a largest error of 0.0034. If the plates are parallel, reflections between surfaces of different plates have similar weight, and all six twice-reflected paths together give 0.0065.
- **Unequal temperatures.** If the thin plate alone warms by 1 K, the undetectable phase at 600 nm is $0.157/5=0.031$ rad, or 1.8° in $\Delta$.
- **Optical activity.** Quartz is optically active also for light travelling across its axis. With a rough ratio of circular to linear birefringence of 0.003 to 0.0045 over the output range, present in both spectra, the largest error is 0.005, almost all of it from the thin plate.
- **Beam direction.** The retardance of such thick plates depends on the angle of incidence, and differently for the two plates. If the sample beam is tilted by 0.5° against the reference beam, the largest error is 0.001 to 0.009, depending on the direction of the tilt.

For this thin film, keeping the two plates at a common temperature, setting the azimuths of plates, analyser and reference polariser, and holding the beam direction fixed matter more than refining the filter. At 1 µm the algorithm's own error, 0.013 to 0.014 with drift correction, is already as large as the azimuth error, and at 1.5 µm it dominates.
